# The adaptive quantum thermal bath: fluctuation-dissipation diagnostic and noise adjustment, part 2

The quantum thermal bath (QTB) is the classical Langevin equation
$$m_i\dot v_i=f_i-m_i\gamma v_i+F_i,\qquad C_{F_iF_j}=2m_i\gamma_{r,i}(\omega)\theta(\omega)\delta_{ij},$$
with Gaussian $F_i$, $\theta=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}$ and $n=\theta/\omega$. Anharmonic coupling makes the plain QTB ($\gamma_{r,i}=\gamma$) leak zero-point energy. The adaptive variant (adQTB) keeps the friction $\gamma$ and adjusts $\gamma_{r,i}$.

$C_{ab}(\omega)$ is the spectrum of $\langle a(t)b(0)\rangle$. A force on coordinate $j$ gives the velocity response $\chi_{ij}$; $G_i$ is the position response to a force on $i$, and $\mathrm{Re}\,\chi_{ii}=\omega\,\mathrm{Im}\,G_i$. Subscript 0 means harmonic. Quantum equilibrium obeys the fluctuation-dissipation theorem (FDT)
$$C_{vv}=2\theta\,\mathrm{Re}\,\chi,\qquad C_{xx}=2n\,\mathrm{Im}\,G\quad(\omega\neq0).\tag{1}$$
For linear forces,
$$2\theta\,\mathrm{Re}\,\chi_{ii}-C_{v_iv_i}=2\theta\sum_jm_j(\gamma-\gamma_{r,j})|\chi_{ij}|^2,\tag{2}$$

The anharmonic model has unit masses and
$$V=\tfrac12\Omega_1^2x_1^2+\tfrac12\Omega_2^2x_2^2+c\,x_1x_2^2+d\,x_2^4,\qquad d=\frac{c^2}{2\Omega_1^2},$$
with anharmonic forces $f_i^a$. To order $c^2$, $C_{xx}=|G|^2(2\gamma_r\theta+N)$ and $\mathrm{Im}\,G=|G|^2(\gamma\omega+\mathrm{Im}\,\Sigma)$, where $N$ is the spectrum of the first-order anharmonic force and $\Sigma$ the kernel correcting the response. Hence
$$2n\,\mathrm{Im}\,G-C_{xx}=|G|^2\left[Q-2(\gamma_r-\gamma)\theta\right],\qquad Q=2n\,\mathrm{Im}\,\Sigma-N.\tag{3}$$
With $A_i=\mathrm{Im}\,G_{0i}$, harmonic position spectrum $S_i=2nA_i$, and primes and double primes marking arguments $\omega'$ and $\omega-\omega'$,
$$Q_1=2c^2\hbar^2A_2*A_2,\qquad Q_2=4c^2\hbar^2A_1*A_2,\tag{4}$$
$\mathrm{Im}\,\Sigma_1=4c^2\int(n'+n'')A_2'A_2''\,d\omega'/2\pi$ and $\mathrm{Im}\,\Sigma_2=8c^2\int(n'+n'')A_1'A_2''\,d\omega'/2\pi$; $*$ is convolution with measure $d\omega'/2\pi$.

The trajectory gives the FDT diagnostic and the net bath power:
$$\Delta_i=\mathrm{Re}\,C_{v_iF_i}-m_i\gamma_{r,i}C_{v_iv_i}=m_i\gamma_{r,i}\left(2\theta\,\mathrm{Re}\,\chi_{ii}-C_{v_iv_i}\right).\tag{5}$$
$$P_i(\omega)\equiv\mathrm{Re}\,C_{v_iF_i}-m_i\gamma C_{v_iv_i}=-\mathrm{Re}\,C_{v_if_i^a}.\tag{6}$$
In the model, to order $c^2$,
$$\Delta_i=\gamma_{r,i}\,\omega^2|G_i|^2\left[Q_i-2(\gamma_{r,i}-\gamma)\theta\right],\qquad \Delta_i=0\iff\delta\gamma_i\equiv\gamma_{r,i}-\gamma=\frac{Q_i}{2\theta}.\tag{7}$$
For narrow lines, $L_\eta(u)=\eta/[\pi(u^2+\eta^2)]$, and $\Omega_1=2\Omega_2$,
$$\delta\gamma_1(\Omega_1)\approx\frac{c^2\hbar^2}{8\Omega_2^2\gamma\,\theta(\Omega_1)},\qquad \delta\gamma_2(\Omega_2)\approx-\frac{c^2\hbar^2}{4\Omega_1\Omega_2\gamma\,\theta(\Omega_2)},\qquad \delta\gamma_1(0)\approx-\frac{c^2\hbar^2}{4\Omega_2^2\gamma k_BT}.$$
A simulation at $c=0.02$ tested (7) in four frequency bands. Its results, called "the table" below, are repeated in the closing list; the off-resonance rows are mode 2, 2.8–3.2, and mode 1, 0.01–0.3.

## Choosing the update rule

The simplest rule is $\gamma_r\leftarrow\gamma_r+\alpha\Delta$ with a constant $\alpha$. For one harmonic mode, (2) and (5) give $\Delta=2m^2\gamma_r\theta(\gamma-\gamma_r)|\chi|^2$, so $\partial\Delta/\partial\gamma_r=-mC_{vv}$ at $\gamma_r=\gamma$. An error in $\gamma_r$ is multiplied by $1-\alpha mC_{vv}(\omega)$ per step. Stability requires $\alpha mC_{vv}<2$ at the line centre, which makes the wings slow. Dividing by the slope removes this:
$$\gamma_{r,i}\leftarrow\gamma_{r,i}+\frac{\Delta_i}{m_iC_{v_iv_i}}=\frac{\mathrm{Re}\,C_{v_iF_i}}{m_iC_{v_iv_i}}.\tag{8}$$
One cycle generates noise with the current $\gamma_r$, runs a segment, estimates both spectra per frequency bin and applies (8).

Set $a=\gamma+\mathrm{Im}\,\Sigma/\omega$, $b=N/2\theta$ and $g=\gamma_r$, with unit mass. Then $\mathrm{Re}\,C_{vF}=2g\theta\omega^2|G|^2a$ and $C_{vv}=2\theta\omega^2|G|^2(g+b)$. If $a$ and $b$ are held fixed, (8) is the map $g\to ga/(g+b)$ with slope $ab/(g+b)^2$. Its fixed points are $g=a-b=\gamma+Q/2\theta$, with slope $b/a$, and $g=0$, with slope $a/b$. For $a>b$ the first is stable. The scheme can fail in three ways.

The noise cannot be negative. For $b>a$ the map flows to $g=0$ and (1) stays violated, because the leaked noise alone exceeds what the FDT allows. Mode 1 near $\omega=0$ receives the difference-frequency part of $x_2^2$. A test at $c=0.13$, with $\gamma_{r,i}=\max(\gamma+Q_i/2\theta,0)$ for both modes, which switches off the noise of mode 1 there, measures $b=0.244\pm0.020$ at $\omega=0.031$, against $a=0.106$, which is the second-order value and not a measurement. The measured $b$ lies about two standard errors above its second-order value 0.198; higher orders in $c$ are a conjectured cause.

Mixed coordinates can make (8) unstable. For linear coupling, (8) is $g_i\to g_i\gamma/\sum_jP_{ij}g_j$ with $P_{ij}=m_j|\chi_{ij}|^2/\sum_km_k|\chi_{ik}|^2$, whose rows sum to one. Linearizing about $g=\gamma$ gives the Jacobian $I-P$. For two coordinates $P$ has eigenvalues 1 and $\lambda=P_{11}+P_{22}-1=\det P$, so $I-P$ has 0 and $1-\lambda$. The determinant has the sign of $|\chi_{11}\chi_{22}|^2-|\chi_{12}|^4$. The update is unstable where $|\chi_{11}\chi_{22}|<|\chi_{12}|^2$, and at $\lambda=0$ the conditions $\Delta_i=0$ do not fix the $g_i$ separately. For the bilinear model in the program, finite differences confirm $1-\lambda=1.06369$ at $\omega=1$ and 0.04059 at $\omega=3$. In the anharmonic model $\chi_{12}=0$ by the symmetry $x_2\to-x_2$.

The ratio is noisy off resonance. With $\hat v=\chi_0(\hat F+\hat f^a)$, the part of $\hat f^a$ uncorrelated with $\hat F$ in the same bin adds a zero-mean term of size $|\chi_0||\hat f^a||\hat F|$ to the numerator. The denominator is of size $|\chi_0|^2|\hat F|^2$, so over $R$ samples the scatter of (8) is about $|\hat f^a|/(|\chi_0||\hat F|\sqrt R)$, which at fixed $|\hat f^a|$ grows as $1/|\chi_0|$. In the upper wing of a line $N_i$ falls as $|\chi_0|^2$ does and the scatter levels off. In the lower wing it keeps rising. With the second-order $N_i$ at $c=0.1$, the factor $|\hat f^a|/(|\chi_0||\hat F|)$ is 0.036 at $\Omega_1$, 0.058 at 2.4 and 0.092 at 1.6 for mode 1, and 0.050 at $\Omega_2$, 0.073 at 1.4 and 0.16 at 0.6 for mode 2. It is large near $\Omega_1+\Omega_2$ for mode 2, where $N_2$ peaks while $|\chi_0|$ is small. It diverges as $1/\omega$ for $\omega\to0$ in both modes, because $\chi_0\propto\omega$ and $N_i(0)>0$, and most strongly for mode 1, where $N_1$ peaks at $\omega=0$. The example therefore adapts within the windows 1.6–2.4 and 0.6–1.4 and keeps $\gamma$ elsewhere. The two off-resonance rows of the table use replicas with the sign of the in-band noise reversed, a symmetry of the Gaussian distribution that cancels the part of this term built from out-of-band noise.

## Worked example

The round model parameters, in units $\hbar=m=\Omega_2=1$, are $\Omega_1=2$, $\gamma=0.1$, $k_BT=0.2$, $c=0.1$, $d=0.00125$. Reading $\Omega_2$ as 1000 cm⁻¹, the rate unit is 188.37 ps⁻¹ and the energy unit 123.98 meV, so $T=287.8$ K and $\gamma=18.84$ ps⁻¹. The noise is periodic with period 204.8 (bin width 0.0307) and cut off at $\omega=7.98$. The trajectory is the harmonic response, obtained by Fourier transform, plus a remainder integrated by fourth-order Runge–Kutta with step 0.2, and it closes over one period to an rms gap of $1.9\times10^{-4}$. The numerical check lists all values.

With $\theta(\Omega_1)=1.00009$ and $\theta(\Omega_2)=0.50678$, the narrow-line formulas give $\delta\gamma_1(\Omega_1)=0.01/(8\times0.1\times1.00009)=0.01250$ and $\delta\gamma_2(\Omega_2)=-0.01/(4\times2\times0.1\times0.50678)=-0.02467$. The numerical convolutions give 0.01247 and $-0.02469$, and $+0.00832$ at $\Omega_1+\Omega_2$. At zero frequency $\gamma_{r,1}=0.1-0.01/(4\times0.1\times0.2)=-0.025$, so second order already puts this point beyond the reach of the adjustment.

The size of the plain-QTB error follows from (3): $2n\,\mathrm{Im}\,G-C_{xx}=|G|^2Q=S\,\delta\gamma/\gamma$ at leading order. The line has shape $L_{\gamma/2}$ and $\delta\gamma$ has shape $\pi\gamma L_\gamma$, so the average of $\delta\gamma$ over the line is $\pi\gamma L_{3\gamma/2}(0)=2/3$ of its peak. The variance errors relative to the harmonic variance are $-\tfrac23(0.125)=-8.3\,\%$ and $+\tfrac23(0.247)=+16\,\%$. The full second-order coefficients, plain minus adjusted, give $(-2.0509-0.0117)\times0.01/0.2462=-8.4\,\%$ and $(8.3270+0.0478)\times0.01/0.4961=+17\,\%$.

The reference for the simulations is an approximation: the damped harmonic variance plus the anharmonic shift of the isolated system from diagonalization, $0.2462+0.2501-0.2500=0.2463$ for $x_1$ and $0.4961+0.5063-0.5068=0.4956$ for $x_2$, in units $\hbar/m\Omega_2$. The plain QTB gives $0.2288\pm0.0013$ and $0.5614\pm0.0034$, errors of $-7.1\,\%$ and $+13.3\,\%$ relative to the reference, smaller in size than second order predicts. Its band diagnostics are $(6.4\pm0.3)\times10^{-3}$ and $(-6.5\pm0.3)\times10^{-3}$, and $-\mathrm{Re}\,C_{vf^a}$ from the same trajectories reproduces them, $6.441$ against $6.445$ and $-6.465$ against $-6.470$ in units of $10^{-3}$, as (6) requires.

Under (8) the line-averaged $\delta\gamma_2$ is $-0.0111$, $-0.0156$, $-0.0154$, $-0.0166$ after 1, 2, 4, 8 updates, and $\delta\gamma_1$ is 0.0071, 0.0081, 0.0079, 0.0083. Averaging the later iterates gives $\delta\gamma_1=0.0084$ (1.6 ps⁻¹) and $\delta\gamma_2=-0.0164$ ($-3.1$ ps⁻¹), against 0.0086 and $-0.0177$ from (7) with the same weights. A fresh run with this noise has band diagnostics $(2.3\pm2.3)\times10^{-4}$ and $(-2.7\pm2.7)\times10^{-4}$, and variances $0.2463\pm0.0012$ and $0.4969\pm0.0031$, errors of 0.0 % and $+0.3\,\%$ relative to the reference. These standard errors omit the noise in $\gamma_r$.

The flux grows under adaptation. The net bath power into mode 1 rises from $6.46\times10^{-3}$ to $7.98\times10^{-3}$, that is from $6.456\times10^{-3}\times123.98\times188.37\approx151$ meV/ps to about 186 meV/ps, and mode 2 returns $-6.46\times10^{-3}$ and $-7.99\times10^{-3}$. The frozen-$a,b$ model gives this direction for mode 1. At $g=\gamma$, $P=\Delta=2\theta\omega^2|G|^2\gamma\,\delta\gamma=(\gamma/a)\,\delta\gamma\,2\theta\,\mathrm{Re}\,\chi$, while at the fixed point $P=\delta\gamma\,2\theta\,\mathrm{Re}\,\chi$. For $\omega>0$ the factors $n'+n''$ and $A_2'A_2''$ in $\mathrm{Im}\,\Sigma_1$ are both positive for $0<\omega'<\omega$ and both negative outside this interval. Their product is positive, so $a>\gamma$ and the plain flux is the smaller. The argument is incomplete. On the line of mode 2, $n'+n''\approx n(\Omega_1)-n(\Omega_2)$ nearly cancels, so $a\approx\gamma$. The frozen model then predicts almost no change in the flux of mode 2, although the two fluxes must balance. The response of $a$ and $b$ to $\gamma_r$ therefore matters, and it is not computed here.

The agreement of the variances has limits. A kick gives $\chi(t=0^+)=1/m$, so $\int\mathrm{Re}\,\chi\,d\omega/2\pi=1/2m$, and a narrow line at $\Omega$ that obeys (1) and carries nearly all of this weight contributes about $\theta(\Omega)/m$ to $\langle v^2\rangle$ and $\theta(\Omega)/m\Omega^2$ to $\langle x^2\rangle$, whatever its shape near $\Omega$. The high-frequency wing left by the friction, where $2\theta\,\mathrm{Re}\,\chi\approx\hbar\gamma/m\omega$, adds to $\langle v^2\rangle$ a part that grows logarithmically with the noise cutoff, while $\langle x^2\rangle$ converges. The position variances therefore confirm that the energy in each line is restored, and they say little about the line shape. The anharmonic shifts, $+0.0001$ and $-0.0005$, are below the statistical errors. The adaptation also leaves the effect of the friction and the noise cutoff in place: the damped harmonic variances 0.2462 and 0.4961 lie 1.5 % and 2.1 % below the isolated values 0.2500 and 0.5068. In second order the required $|\delta\gamma|/\gamma$ grows as $1/\gamma^2$, so the second-order $\gamma_{r,2}(\Omega_2)$ moves toward the positivity limit when $\gamma$ is reduced at fixed $c$. For $\gamma$ below the value of the example this is an extrapolation, and it is not tested here.

## Table of computed values

```
inputs (reduced): O1=2.0 O2=1.0 gamma=0.1 kT=0.2 c=0.1 d=0.00125
O2=1000 cm^-1: rate unit 188.37 1/ps, energy unit 123.98 meV
T = 287.8 K, gamma = 18.84 1/ps
theta(O1)=1.00009 theta(O2)=0.50678 (reduced energy)
quantum <v1^2>: trace 0.999934, FDT sum 0.999934 (reduced)
quantum <v2^2>: trace 0.507553, FDT sum 0.507553 (reduced)
static response of x2: Kubo 0.998360, finite field 0.998360 (reduced)
bilinear model w=1.0: update eigenvalue numeric 1.06369, 1-lambda 1.06369
bilinear model w=3.0: update eigenvalue numeric 0.04059, 1-lambda 0.04059
d var/d c^2, diagonalization: 0.01235 -0.04949 (reduced)
d var/d c^2, adjusted bath gamma->0: 0.01235 -0.04948 (reduced)
d var/d c^2 at gamma=0.1: plain -2.0509 8.3270, adjusted 0.0117 -0.0478
2nd-order dgamma1(O1)=0.01247 narrow-line 0.01250 (reduced rate)
2nd-order dgamma2(O2)=-0.02469 narrow-line -0.02467 (reduced rate)
2nd-order dgamma2(O1+O2)=0.00832, gamma_r1(0)=-0.02500 (reduced rate)
period 204.8, step 0.2, bin 0.0307, noise cutoff 7.98 (reduced)
c=0.02: band Delta/c^2 (reduced power): formula | plain QTB | adjusted
 mode 1 w 1.6-2.4: 8.2765e-01 | 7.7828e-01 +- 3.9e-02 | 2.39e-03 +- 3.1e-02
 mode 2 w 0.6-1.4: -8.3057e-01 | -7.8102e-01 +- 3.9e-02 | -1.86e-02 +- 4.1e-02
 mode 2 w 2.8-3.2: 2.4712e-03 | 2.4309e-03 +- 1.2e-04 | -1.55e-05 +- 9.2e-05
 mode 1 w 0.01-0.3: -1.6811e-05 | -1.5003e-05 +- 1.9e-06 | 1.55e-06 +- 2.2e-06
c=0.13, mode 1, w=0.031: b measured 0.244 +- 0.020, b 2nd order 0.198, a 2nd order 0.106 (reduced rate)
periodicity gap rms 1.9e-04 (reduced length)
kick response vs C_vF/C_FF: rel. diff 0.013; vs harmonic chi: 0.192
QTB mode 1 band Delta 6.445e-03 +- 3.1e-04, -Re C_v,f 6.441e-03 (reduced power)
QTB mode 2 band Delta -6.470e-03 +- 3.1e-04, -Re C_v,f -6.465e-03 (reduced power)
adQTB mode 1 band Delta 2.32e-04 +- 2.3e-04 (reduced power)
 line-averaged dgamma: adapted 0.0084 (1.58 1/ps), 2nd order 0.0086
 after 1,2,4,8 updates: 0.0071 0.0081 0.0079 0.0083 (reduced rate)
adQTB mode 2 band Delta -2.74e-04 +- 2.7e-04 (reduced power)
 line-averaged dgamma: adapted -0.0164 (-3.09 1/ps), 2nd order -0.0177
 after 1,2,4,8 updates: -0.0111 -0.0156 -0.0154 -0.0166 (reduced rate)
QTB net bath power: 6.456e-03 -6.459e-03 reduced; mode 1 150.8 meV/ps
adQTB net bath power: 7.984e-03 -7.990e-03 reduced; mode 1 186.5 meV/ps
var x1 (hbar/m O2): exact c=0 0.2500, exact c 0.2501, damped harmonic 0.2462
 target 0.2463, QTB 0.2288 +- 0.0013, adQTB 0.2463 +- 0.0012
 error QTB -7.1 %, adQTB +0.0 %
var x2 (hbar/m O2): exact c=0 0.5068, exact c 0.5063, damped harmonic 0.4961
 target 0.4956, QTB 0.5614 +- 0.0034, adQTB 0.4969 +- 0.0031
 error QTB +13.3 %, adQTB +0.3 %
```
